# Why an offset-free alternating current separates Peltier from Joule heating

**Question.** A scanning thermal probe rests on a device that carries a sinusoidal current. Why can the part of its signal at the drive frequency be assigned to Peltier heat and the part at twice that frequency to Joule heat? Why must the current have no offset, and what does the condition of temperature-independent properties really secure?

**Answer.**

### The mechanism: one source changes sign, the other does not

Joule heating is the same for both directions of current. Peltier heating reverses: a junction that is warmed by one direction is cooled by the other. Both follow from the energy balance.

Let $\mathbf J$ be the current density, $\rho$ the resistivity, $k$ the thermal conductivity, $C$ the heat capacity per volume and $S$ the Seebeck coefficient. The Kelvin relation gives the Peltier coefficient $\Pi=ST$, so the heat flux and the electrochemical field are

$$\mathbf q=ST\mathbf J-k\nabla T,\qquad \mathbf E=\rho\mathbf J+S\nabla T .$$

Energy conservation reads $C\,\partial_tT=-\nabla\cdot\mathbf q+\mathbf J\cdot\mathbf E$. Since $\nabla\cdot\mathbf J=0$,

$$\nabla\cdot(ST\mathbf J)=T\,\mathbf J\cdot\nabla S+S\,\mathbf J\cdot\nabla T .$$

The last term cancels the Seebeck part of $\mathbf J\cdot\mathbf E$, which leaves

$$C\,\partial_tT=\nabla\cdot(k\nabla T)+\rho J^2-T\,\mathbf J\cdot\nabla S .$$

Take a wire along $x$ with cross-section $A$ and positive current $I$ along $+x$. At $x=0$ the Seebeck coefficient steps from $S_L$ to $S_R$, so $dS/dx=-\Delta S\,\delta(x)$ with $\Delta S=S_L-S_R$. The wire loses heat $g\theta$ per length to the substrate, where $\theta=T-T_0$ is the rise above the base temperature. Integration over the cross-section gives

$$CA\,\partial_t\theta=kA\,\partial_x^2\theta-g\theta+\frac{\rho I^2}{A}+I\,\Delta S\,(T_0+\theta)\,\delta(x).$$

Now hold $C$, $k$, $\rho$, $g$ and $S$ constant in temperature and replace $T_0+\theta$ by $T_0$ in the last term. This replacement is a separate approximation, examined below. The equation is then linear in $\theta$, with one source proportional to $I^2$ and one proportional to $I$, and their responses add.

### The formula

Impose $I=I_0\sin\omega t$, where $I_0$ is the peak current. Then

$$I^2=\frac{I_0^2}{2}\left(1-\cos2\omega t\right),$$

which has a mean and a second harmonic but no first. If the wire follows the drive without delay,

$$\theta(x,t)=\theta_P(x)\sin\omega t+\frac{\theta_J(x)}{2}\left(1-\cos2\omega t\right).$$

Here $\theta_P$ is the Peltier rise and $\theta_J$ the Joule rise under a direct current $I_0$. The second-harmonic amplitude is half of $\theta_J$; the other half is the mean. A constant thermometer error adds to the mean but not to the second harmonic, which is therefore the better quantity to read. The first harmonic is in phase with the current where the junction is heated by positive current, and in antiphase if $\Delta S$ has the other sign.

For the profiles, let the ends $x=\pm\ell$ be held at $T_0$ and define $\lambda=\sqrt{kA/g}$. Away from the junction the Peltier part obeys $\theta''=\theta/\lambda^2$, so

$$\theta_P(x)=\theta_P(0)\,\frac{\sinh[(\ell-|x|)/\lambda]}{\sinh(\ell/\lambda)} .$$

Its slope just right of the junction is $-\theta_P(0)\coth(\ell/\lambda)/\lambda$. Heat flows out equally on both sides, hence

$$I_0\,\Delta S\,T_0=G\,\theta_P(0),\qquad G=\frac{2kA}{\lambda}\coth\frac{\ell}{\lambda}=2g\lambda\coth\frac{\ell}{\lambda}.$$

The Joule part obeys $kA\theta''-g\theta=-\rho I_0^2/A$. A constant particular solution plus the even homogeneous solution that cancels it at the ends gives

$$\theta_J(x)=\frac{\rho I_0^2}{Ag}\left[1-\frac{\cosh(x/\lambda)}{\cosh(\ell/\lambda)}\right].$$

At higher frequency, $\partial_t$ acting on $e^{in\omega t}$ gives $in\omega$. In each formula $g$ is then replaced by $g+in\omega CA$, also inside $\lambda$, with $n=1$ for the Peltier part and $n=2$ for the oscillating Joule part; the mean keeps $g$. The amplitudes become complex, but each stays in its own harmonic.

### Why there must be no offset

Add a direct current $I_{dc}$:

$$(I_{dc}+I_0\sin\omega t)^2=I_{dc}^2+2I_{dc}I_0\sin\omega t+I_0^2\sin^2\omega t .$$

The cross term is Joule heat at the first harmonic. It contributes $2(I_{dc}/I_0)\theta_J$, in phase or antiphase with the Peltier signal as long as the wire follows the drive without delay, so the lock-in phase cannot then separate the two.

A distorted source does similar harm. For $I=I_0(\sin\omega t+d\sin2\omega t)$ the cross term in $I^2/I_0^2$ is

$$2d\sin\omega t\sin2\omega t=d(\cos\omega t-\cos3\omega t).$$

Joule heat then leaks $d\,\theta_J$ into the first harmonic, here in quadrature, and Peltier heat leaks $d\,\theta_P$ into the second. A different phase of the distortion would rotate the first leak towards the Peltier phase.

### What constant properties secure

Without thermoelectric heat, that is with $S=0$ everywhere, temperature-dependent properties put nothing into the first harmonic. Suppose the device settles into a unique periodic state with the period of the drive. Shifting time by half a period, $\pi/\omega$, turns $I$ into $-I$. The part of $\theta$ that is odd in $I$ therefore changes sign under this shift. Since $e^{in\omega t}$ acquires the factor $(-1)^n$, the odd part has odd harmonics only, and the even part has even ones. This needs no linearity.

In the heat equation, reversing $I$ has the same effect as reversing $S$, because $\rho I^2$ is unchanged and $I\,dS/dx$ changes sign. So the first harmonic is odd in $S$ and vanishes for $S=0$, even if $\rho$ and $k$ vary with temperature.

What such variation does create is cross terms. Joule warming alters the Peltier response. If $S$ depends on temperature, the term $-T\,\mathbf J\cdot\nabla S$ also acts along a uniform wire wherever the temperature has a gradient (Thomson heat). It is odd in $I$, so the Joule gradient produces a first harmonic proportional to $I_0^3$ even without a junction. For the wire described below, a uniform $S=-150$ µV/K with $S\propto T$ gives up to 3 mK, with opposite signs on the two halves. If $\rho$ depends on temperature, the Peltier swing $\theta_P\sin\omega t$ also modulates the Joule heat, which gives a term in $\sin^3\omega t$ and hence a first harmonic. One cross term survives even when $S$, $\rho$ and $k$ are all constant, because $\Pi=ST$ still depends on temperature. Write $s=\sin\omega t$ and restore the factor $T_0+\theta$. In the quasi-static limit the junction temperature obeys

$$\theta=\theta_P s\left(1+\frac{\theta}{T_0}\right)+\theta_J s^2
\quad\Rightarrow\quad
\theta=\frac{\theta_P s+\theta_J s^2}{1-\theta_P s/T_0},$$

with $\theta_P$ and $\theta_J$ taken at $x=0$. Expansion in $\theta_P/T_0$ gives

$$\theta=\theta_P s+\left(\theta_J+\frac{\theta_P^2}{T_0}\right)s^2+\frac{\theta_P}{T_0}\left(\theta_J+\frac{\theta_P^2}{T_0}\right)s^3+\dots$$

Since $s^3=(3\sin\omega t-\sin3\omega t)/4$, the leading relative changes are

$$\frac{\delta\theta_1}{\theta_1}=\frac{3}{4T_0}\left(\theta_J+\frac{\theta_P^2}{T_0}\right),\qquad
\frac{\delta\theta_2}{\theta_2}=\frac{\theta_P^2}{T_0\theta_J}.$$

Because $\theta_P\propto I_0$ and $\theta_J\propto I_0^2$, the relative first-harmonic error grows as $I_0^2$. An experimenter can look for it by checking whether $\theta_1/I_0$ stays constant as the current is lowered. The relative second-harmonic error found here does not depend on the current to leading order, so lowering the current does not remove it; it is small only if $\theta_P^2\ll T_0\theta_J$. If $\rho$ or $k$ also varies with temperature, Joule warming adds a part that does shrink as $I_0^2$. A temperature-dependent $k$ or $S$ also acts on the Peltier swing itself and so changes the current-independent part, which remains of order $\theta_P^2/(T_0\theta_J)$.

The parity argument also assumes that the resistive voltage is odd in current. If a contact has $V=RI+cI^2$, its power is $RI^2+cI^3$, and the last term heats at the first harmonic with amplitude $\tfrac34cI_0^3$. A rectifying contact can therefore imitate Peltier heat.

### The numbers

Take a nanowire 2 µm long and 100 nm in diameter at 300 K, with $k=10$ W/(m K), $\rho=10^{-5}$ Ω m and $g=0.3$ W/(m K). The Seebeck coefficient steps from −50 to −150 µV/K, so $\Delta S=+100$ µV/K. The current is 20 µA peak at 320 Hz.

The peak Peltier power is

$$20\ \mathrm{\mu A}\times100\ \mathrm{\mu V/K}\times300\ \mathrm K=0.600\ \mathrm{\mu W}.$$

With $\lambda=0.512$ µm and $\ell/\lambda=1.95$, the junction conductance is $G=320$ nW/K, and

$$\theta_P(0)=\frac{0.600\ \mathrm{\mu W}}{0.320\ \mathrm{\mu W/K}}=1.88\ \mathrm K .$$

The wire resistance is 2.55 kΩ and the peak Joule power 1.02 µW. Spread over 2 µm and divided by $g$, this would give 1.70 K in a very long wire. The cold ends reduce it by the factor $1-1/\cosh1.95=0.72$, so $\theta_J(0)=1.23$ K and the second harmonic is 0.613 K peak. A lock-in that returns rms values divides both harmonics by $\sqrt2$, giving 1.33 K and 0.43 K.

The maps differ in shape as well. At 0.5 µm from the junction the first harmonic has fallen to 0.619 K, a third of its peak, while the second is still 0.491 K. In this model Peltier heat enters at a point and Joule heat along the whole wire.

An offset of 1 % of $I_0$ leaks $2\times0.01\times1.23\ \mathrm K=24.5$ mK into the first harmonic, or 1.3 % of the Peltier signal. A distortion $d=0.01$ leaks 12.3 mK there in quadrature, and 18.8 mK into the second harmonic.

For constant $S$, the factor $T$ in $\Pi=ST$ raises the first harmonic by 0.31 % and the second by 0.96 %. With $\rho$ also rising by 0.1 % per kelvin, $k\propto1/T$ and $S\propto T$, a finite-difference solution gives shifts of 0.81 % and 2.0 %. At half the current the first shift falls to 0.20 %, a quarter, as the $I_0^2$ law requires. The second falls only to 1.8 % and stays near that value at lower currents.

The wire's thermal time is at most $CA/g=39$ ns for $C=1.5$ MJ/(m³ K), so it follows a 320 Hz drive closely. At 3 MHz the model gives harmonics of 1.74 K and 0.451 K, both from the complex formulas and by stepping the heat equation in time. This keeps $g$ constant. In a real device an oxide a few hundred nanometres thick would itself store heat at this frequency and lower both values by a few per cent.

The probe is slower. For a first-order time constant $\tau=0.1$ ms its amplitude factor is $1/\sqrt{1+(n\omega\tau)^2}$, which is 0.980 for the first harmonic and 0.928 for the second. Each needs its own correction. A tip that draws heat through 10 nW/K to a sink at $T_0$ instead scales both junction signals by the same $1/(1+10/320)=0.970$. The probe must also respond linearly: a response $\theta+b\theta^2$ with $b=10^{-3}$ K⁻¹ shifts the harmonics by 0.18 % and 0.41 %.

### Beside a real device

The parameters are rough values, of the order expected for a doped InAs nanowire on oxidised silicon; they do not describe a particular device. The substrate loss $g$ is the least certain, since it depends on the contact beneath the wire, and both temperature rises depend on it. A doping step that changes $S$ would also change $\rho$, which the model keeps uniform. The value used suits the heavily doped left side better than the right side, which would probably be more resistive. In InAs the two Seebeck values used here belong to electron densities roughly a factor of 5 to 15 apart, depending on how the electrons scatter, so the real contrast in $\rho$ can exceed the factor of three in the following example. With $\rho$ lowered by 50 % on the left and raised by 50 % on the right, the second harmonic at ∓0.5 µm becomes 0.347 K and 0.636 K instead of 0.491 K on both sides. With $k$ held fixed the first harmonic is unchanged, because its source does not contain $\rho$; the electronic part of $k$, about 0.7 W/(m K) here, would change with $\rho$ and move it by 1 to 2 %. Peltier heat at the metal contacts causes no temperature rise here because the ends are ideal heat sinks; contacts that can warm up would show it at the first harmonic too. The model also gives electrons and lattice one temperature. In InAs the electrons receive the heat first and carry it over an energy-relaxation length before passing it to the lattice. For relaxation times of 0.2 to 1 ps and densities of $2\times10^{17}$ to $10^{18}$ cm⁻³ this length is roughly 0.1 to 0.4 µm, not small against $\lambda$. The lattice peak of the first harmonic is then rounded and lowered to roughly 1.6 to 1.0 K. The electrons are also several kelvin hotter than the lattice, so the error from $\Pi=ST$ rises from 0.3 % to between about 0.5 % and a few per cent. The assignment of the two sources to the two harmonics is not affected at linear order. The remaining values are in the numerical output.

## Calculated quantities

```
Base temperature T0: 300 K
Wire length: 2 um
Wire diameter: 100 nm
Thermal conductivity: 10 W/(m K)
Resistivity: 1 x 1e-5 ohm m
Volumetric heat capacity: 1.5 MJ/(m3 K)
Substrate loss per length g: 0.3 W/(m K)
Seebeck coefficient left: -50 uV/K
Seebeck coefficient right: -150 uV/K
Peak current I0: 20 uA
Drive frequency: 320 Hz
Wire resistance: 2.546 kohm
Peak current density: 0.2546 MA/cm2
Peak Joule power, whole wire: 1.019 uW
Peak Peltier power at junction: 0.6 uW
Thermal healing length: 0.5117 um
Junction thermal conductance G: 319.6 nW/K
theta_P at junction (1st harmonic, peak): 1.878 K
theta_J at junction (direct current I0): 1.226 K
2nd harmonic at junction, peak: 0.6131 K
1st harmonic at junction, finite differences: 1.877 K
2nd harmonic at junction, finite differences: 0.6131 K
1st harmonic at x = 0.5 um, peak: 0.619 K
2nd harmonic at x = 0.5 um, peak: 0.4913 K
Fast test frequency: 3 MHz
1st harmonic at junction, fast, closed form: 1.741 K
1st harmonic at junction, fast, time stepping: 1.741 K
2nd harmonic at junction, fast, closed form: 0.4513 K
2nd harmonic at junction, fast, time stepping: 0.4513 K
Offset and distortion tried, each: 1 % of I0
Offset leak into 1st harmonic: 24.52 mK
Distortion leak into 1st harmonic, quadrature: 12.26 mK
Distortion leak into 2nd harmonic: 18.77 mK
Constant S, Pi = S T: 1st harmonic shift: 0.3095 %
  same from expansion: 0.3095 %
Constant S, Pi = S T: 2nd harmonic shift: 0.9622 %
  same from expansion: 0.9583 %
Resistivity temperature coefficient tried: 0.001 1/K
rho(T), k ~ 1/T, S ~ T: 1st harmonic shift: 0.8054 %
  same at half the current: 0.2006 %
rho(T), k ~ 1/T, S ~ T: 2nd harmonic shift: 1.999 %
  3rd harmonic at junction: 5.052 mK
Resistivity -50%/+50%: 2nd harm. at -0.5 um: 0.3467 K
Resistivity -50%/+50%: 2nd harm. at +0.5 um: 0.6359 K
Tip conductance: 10 nW/K
Tip load factor, both harmonics: 0.9697
Probe time constant: 0.1 ms
Probe lag factor, 1st harmonic: 0.9804
Probe lag factor, 2nd harmonic: 0.9278
Lagged probe reading, 1st harmonic, peak: 1.841 K
Lagged probe reading, 2nd harmonic, peak: 0.5688 K
Probe curvature b tried: 0.001 1/K
Probe curvature: 1st harmonic shift: 0.1839 %
Probe curvature: 2nd harmonic shift: 0.4101 %
Wire thermal time: 39.27 ns
Wire lag 2 w tau at drive frequency: 0.0001579
Radiation loss / substrate loss: 6.413e-06
w R C for 10 pF stray capacitance: 5.12e-05
```
